# Why compensating acceptors lower the mobility at fixed electron density

## Question

I am stuck on an exercise about a doped oxide semiconductor. It has single donors and fully ionized single acceptors of density $N_A$. I am asked to show that, at fixed electron density $n$ and fixed screening, the acceptors multiply the Born impurity-limited mobility by

$$\frac{n}{n+2N_A}.$$

Without acceptors there are $n$ ionized donors per unit volume. Adding $N_A$ acceptors seems to give $n+N_A$ scatterers, so I get $n/(n+N_A)$. Where does the 2 come from?

I am also unsure about the signs. A donor attracts an electron and an acceptor repels it. Why don't their effects partly cancel?

My example is tin-doped indium oxide with magnesium acceptors, $n=3\times10^{20}\ \mathrm{cm^{-3}}$ and $N_A=1\times10^{20}\ \mathrm{cm^{-3}}$. How far can I trust the factor there?

## Answer

The 2 comes from the words "fixed electron density". Each acceptor removes an electron from the band, so to keep $n$ unchanged you must add an ionized donor as well. Each added acceptor therefore brings two charged centres. The signs do not produce a cancellation if the centres sit at independent random positions and scattering is treated in the Born approximation. Both conditions matter, as the numbers below show.

### Counting the centres

Let $N_D^+$ be the density of ionized donors, and let holes be negligible. Charge neutrality requires

$$N_D^+ = n+N_A .$$

The density of charged centres is then

$$N_I=N_D^+ + N_A=(n+N_A)+N_A=n+2N_A .$$

Without acceptors, $N_I=n$. Any neutral donors are left out of the scattering.

It remains to show that the mobility is proportional to $1/N_I$, with the same constant in both samples.

### Why the sign of the charge drops out

Take a centre of charge $Ze$, with $Z=+1$ for a donor and $Z=-1$ for an acceptor. Let $\varepsilon$ be the permittivity, including $\varepsilon_0$, and $q_s$ the inverse screening length. The electron's potential energy is

$$U(r)=-\frac{Ze^2}{4\pi\varepsilon r}e^{-q_sr}.$$

Its Fourier transform, after the angular integral, is

$$\tilde U(q)=\frac{4\pi}{q}\int_0^\infty r\sin(qr)\,U(r)\,dr
=-\frac{Ze^2}{\varepsilon q}\int_0^\infty e^{-q_sr}\sin(qr)\,dr .$$

The last integral equals $q/(q^2+q_s^2)$, so

$$\tilde U(q)=-\frac{Ze^2}{\varepsilon(q^2+q_s^2)} .$$

For plane waves normalized in a volume $\Omega$, centres at positions $\mathbf r_j$ give the matrix element

$$M=-\frac{e^2}{\Omega\varepsilon(q^2+q_s^2)}\sum_j Z_je^{-i\mathbf q\cdot\mathbf r_j},$$

where $\hbar\mathbf q$ is the momentum transfer. The Born rate contains $|M|^2$, and hence

$$\Big|\sum_jZ_je^{-i\mathbf q\cdot\mathbf r_j}\Big|^2
=\sum_jZ_j^2+\sum_{i\ne j}Z_iZ_je^{-i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)} .$$

Your suspected cancellation could come from the second sum, where a donor and an acceptor contribute $Z_iZ_j=-1$. For independent, uniformly distributed positions, however, the average of each phase factor is zero when $\mathbf q\ne0$. The term $\mathbf q=0$ does not deflect the electron and does not limit the mobility. What remains is $\sum_jZ_j^2=N_I\Omega$, because $(+1)^2=(-1)^2=1$.

This can be tested with explicit charges. I compared 60 random donors with 80 random donors plus 20 random acceptors, in a periodic cube holding 60 electrons at your density. Averaging over 1000 arrangements of each kind, with the Born weighting of $q$, gave a mobility factor of 0.599. The formula gives 0.600.

### From the scattering rate to the mobility

Assume an isotropic parabolic band of mass $m$. In a weak field, the change in the electron distribution is proportional to one component of $\mathbf k$. An elastic collision through an angle $\theta$ retains, on average, a fraction $\cos\theta$ of that component, so the collision counts with weight $1-\cos\theta$. The golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}\,\Omega\int\frac{d^3k'}{(2\pi)^3}\,
|M|^2(1-\cos\theta)\,\delta(E_{k'}-E_k).$$

There is no factor 2 for spin, since the collision does not flip it. With $c=\cos\theta$, the energy delta function leaves

$$\int\frac{d^3k'}{(2\pi)^3}\delta(E_{k'}-E_k)(\cdots)
=\frac{mk}{4\pi^2\hbar^2}\int_{-1}^{1}dc\,(\cdots).$$

The averaged $|M|^2$ contains $N_I\Omega/\Omega^2$, so the volume cancels:

$$\frac1\tau=N_I\frac{mk}{2\pi\hbar^3}\frac{e^4}{\varepsilon^2}
\int_{-1}^{1}\frac{(1-c)\,dc}{[2k^2(1-c)+q_s^2]^2}.$$

Here I used $q^2=2k^2(1-c)$. Set $w=1-c$ and $a=q_s^2/(2k^2)$. The integral becomes

$$\frac1{4k^4}\int_0^2\frac{w\,dw}{(w+a)^2}
=\frac1{4k^4}\left[\ln(w+a)+\frac{a}{w+a}\right]_0^2 ,$$

because $w/(w+a)^2=1/(w+a)-a/(w+a)^2$. With $b=2/a=4k^2/q_s^2$, the bracket is

$$F(b)=\ln(1+b)-\frac b{1+b}.$$

Thus

$$\boxed{\frac1\tau=\frac{N_I m e^4F(b)}{8\pi\varepsilon^2\hbar^3k^3}}.$$

At a given energy we can write $\tau(E)=C(E)/N_I$, where $C$ depends on energy, mass, permittivity and screening, but not separately on $N_A$.

Now average over energy. Let $g(E)$ be the density of states including spin, and $f_0$ the Fermi function. For a field $\mathcal E$ along $x$, the linear Boltzmann equation gives

$$f_1=e\mathcal E\,\tau v_x\frac{\partial f_0}{\partial E}.$$

The current density is $-e$ times the sum of $v_xf_1$ over states. Using the angular average $v_x^2\to v^2/3=2E/(3m)$ and $j=ne\mu\mathcal E$, we find

$$\mu=\frac{2e}{3mn}\int g(E)\,E\,\tau(E)\left(-\frac{\partial f_0}{\partial E}\right)dE .$$

Substituting $\tau=C/N_I$ takes $1/N_I$ outside the integral. At fixed $n$, temperature, band, permittivity and screening, everything else is the same in the two samples. Therefore

$$\boxed{\frac{\mu(N_A)}{\mu(0)}=\frac{N_I(0)}{N_I(N_A)}=\frac n{n+2N_A}}.$$

No assumption about degeneracy was needed for the ratio. For $N_A\ll n$ it is approximately $1-2N_A/n$. It reaches one half at $N_A=n/2$, and tends to $n/(2N_A)$ for $N_A\gg n$, provided the Born treatment still holds there.

### What is being held fixed

If the band electrons alone screen the centres, then in the long-wavelength limit

$$q_s^2=\frac{e^2}{\varepsilon}\frac{\partial n}{\partial\zeta},$$

where $\zeta$ is the chemical potential. Fixing $n$, temperature, band and permittivity then fixes the screening. If electrons bound to donors also respond, equal screening must be imposed separately.

Adding acceptors at fixed $N_D$ is a different experiment. With all donors ionized, $n$ falls from $N_D$ to $N_D-N_A$. In the degenerate limit, $k_F^3=3\pi^2n$ and $\mu=e\tau(k_F)/m$, so

$$\mu=\frac{24\pi^3\varepsilon^2\hbar^3}{m^2e^3F(b)}\frac n{N_I}.$$

The ratio in that experiment is

$$\frac{\mu(N_A)}{\mu(0)}=\frac{N_D-N_A}{N_D+N_A}\,\frac{F(b_0)}{F(b)},$$

where $b_0$ belongs to the sample without acceptors. The second factor appears because $k_F$ and the screening have changed.

### Your indium oxide example

I take $m=0.30\,m_e$ and relative permittivity 9.0 as round parameters. Neutrality requires $4\times10^{20}\ \mathrm{cm^{-3}}$ ionized donors. With the acceptors, there are $5\times10^{20}\ \mathrm{cm^{-3}}$ charged centres, so

$$\frac{\mu(N_A)}{\mu(0)}=\frac{3}{3+2(1)}=0.600 .$$

For the mobilities themselves, the degenerate formulas give $k_F=2.071\ \mathrm{nm^{-1}}$, a Fermi energy of 0.545 eV and a screening length $1/q_s=0.776$ nm. Hence

$$b=4(2.071\times0.776)^2=10.33,$$

$$F=\ln(11.33)-\frac{10.33}{11.33}=1.516 .$$

The relaxation time is 20.3 fs without acceptors and 12.2 fs with them. From $\mu=e\tau/m$, the mobilities are 119 and 71.4 cm²/Vs. These values use the long-wavelength screening length at every $q$. Electrons screen less effectively as $q$ approaches $2k_F$; including this through the Lindhard response lowers both mobilities by about 5% and leaves their ratio unchanged.

Finite temperature changes little. At 300 K, $k_BT=0.0259$ eV is small compared with the Fermi energy, and the thermal average gives 120 and 72.0 cm²/Vs. Raising the parabolic mass to $0.35\,m_e$ gives 95.4 and 57.3 cm²/Vs. That lowers both mobilities by about 20% but leaves their ratio at 0.60. This is not a model of a nonparabolic band: there the reduced overlap of the Bloch functions weakens backscattering and pushes the mobility up. A simple two-band estimate with band-edge mass $0.30\,m_e$ and $0.35\,m_e$ at the Fermi level gives about 108 cm²/Vs without acceptors. If $0.30\,m_e$ is instead the Fermi-level mass of a band with edge mass $0.18\,m_e$, it gives about 167 cm²/Vs. The absolute values are thus uncertain by tens of per cent, while the Born ratio stays 0.600, because the band shape enters only $C(E)$.

### Where the signs do matter

**Beyond the Born approximation.** Write the scattering amplitude as $Zf_1+Z^2f_2+\cdots$. Its squared magnitude is

$$Z^2|f_1|^2+2Z^3\,\mathrm{Re}(f_1^*f_2)+\cdots .$$

The first correction is odd in $Z$, so it has opposite signs for donors and acceptors. Solving the radial Schrödinger equation at the Fermi energy, in the same screened potential, gives transport cross-sections of $s_D=1.190$ for a donor and $s_A=0.797$ for an acceptor, relative to the Born value. Weighting the centres accordingly gives

$$\frac{ns_D}{(n+N_A)s_D+N_As_A}
=\frac{3(1.190)}{4(1.190)+0.797}=0.642 .$$

This is 7% above the Born factor. When the potential is reduced to 1% of its strength, the two relative cross-sections become 1.002 and 0.998, as the Born limit requires. The calculation does not readjust the screening around each kind of centre. Choosing $q_s$ separately for donors and acceptors, so that the displaced electrons exactly neutralize each charge, changes the factor only slightly, to 0.638.

**Donor–acceptor pairing.** Suppose each acceptor sits a distance $d$ from a donor, with random pair orientation. A pair contributes

$$\left\langle|1-e^{-i\mathbf q\cdot\mathbf d}|^2\right\rangle
=2\left[1-\frac{\sin(qd)}{qd}\right]$$

instead of 2. Here the cross term survives, and your cancellation is real. Since $1-c=q^2/(2k^2)$ and $|dc|=q\,dq/k^2$, the average over scattering angle has weight $q^3/(q^2+q_s^2)^2$ for $0<q<2k_F$. If every acceptor is paired at $d=0.35$ nm, the factor rises from 0.600 to 0.918. This is an extreme arrangement, but it shows how strongly the result relies on independent positions.

### Comparison with a real film

Tin on an indium site acts as a single donor, and magnesium on an indium site as a single acceptor, which is why this pair suits the exercise. The chosen electron density is in the usual range for a transparent conductor. The calculated 119 cm²/Vs is high, however: ordinary sputtered films have mobilities of very roughly a few tens of cm²/Vs. Phonons, grain boundaries, structural disorder and neutral defects are absent from the impurity-limited value. The Born approximation also raises it: dividing by $s_D=1.190$ gives 100 cm²/Vs.

To see what additional scattering does, assign it a mobility of 200 cm²/Vs in both samples. This is a round model value. In the degenerate limit, the rates add at the Fermi energy:

$$\frac1{\mu_{\rm total}}=\frac1{\mu_{\rm impurity}}+\frac1{200\ \mathrm{cm^2/Vs}} .$$

The total mobility is then 74.6 cm²/Vs without acceptors and 52.6 cm²/Vs with them. The total falls by a factor of 0.705, not 0.600, because the acceptors do not change the added rate in this model. The calculated impurity-limited mean free paths are 16.2 and 9.7 nm, so surface scattering also needs attention in films of comparable thickness.

Two other conditions should be checked. With acceptors, $k_F$ times the transport mean free path is 20, but this path discounts small-angle collisions. The distance between collisions, from the total Born cross-section, is about 3.1 nm, or 6.5 in units of $1/k_F$. The sphere per charged centre has a radius of 0.78 nm, equal to the screening length, so neighbouring screened potentials overlap. Treating the centres as independent scatterers, as in the weighted cross-sections above, is therefore only moderately well justified. The effective Bohr radius $a^*$ is 1.59 nm, giving $n^{1/3}a^*=1.06$. This is well above the rough Mott value of 0.25, so freeze-out onto isolated donors is not expected.

The charge state needs care too. An oxide can contain doubly charged defects, such as oxygen interstitials acting as double acceptors. For double acceptors, neutrality gives $N_D^+=n+2N_A$, while each acceptor has $Z^2=4$. The scattering strength is

$$(n+2N_A)+4N_A=n+6N_A,$$

and the factor becomes $n/(n+6N_A)$. At your densities that is 0.333 in the Born approximation, compared with 0.600 for single acceptors. The Born approximation is less reliable for a double charge: solving the radial Schrödinger equation as above, with the same fixed screening, gives about 0.42. Random arrangements of 100 donors and 20 double acceptors, compared with 60 donors alone by the same averaging as before, also gave 0.333.

### What happens to the thermopower

The form $\tau=C(E)/N_I$ also settles the impurity-limited thermopower. Add a temperature gradient $T'$ to the Boltzmann equation, and let $\mathcal E^*=\mathcal E+\zeta'/e$ include the gradient of the chemical potential. Then

$$f_1=\tau v_x\frac{\partial f_0}{\partial E}
\left[e\mathcal E^*+\frac{E-\zeta}{T}T'\right].$$

Setting the current to zero gives the Seebeck coefficient

$$S=\frac{\mathcal E^*}{T'}=-\frac1{eT}
\frac{\int gE\tau(E-\zeta)(-\partial f_0/\partial E)\,dE}
{\int gE\tau(-\partial f_0/\partial E)\,dE}.$$

With $\tau=C(E)/N_I$, the factor $1/N_I$ cancels between numerator and denominator. Under the conditions of your exercise, the acceptors lower the mobility but leave this diffusion thermopower unchanged. If another mechanism with a different energy dependence also scatters the electrons, the shape of $\tau(E)$ changes with $N_A$, and this cancellation no longer holds in general.

The numerical output below lists the main values for the example.

## Table of computed values

```
INPUTS
electron density n = 3.00e+20 cm^-3
acceptor density NA = 1.00e+20 cm^-3
effective mass = 0.30 me
relative permittivity = 9.0
temperature = 300 K
BORN RESULT
ionized donors with acceptors = 4.00e+20 cm^-3
charged centres with acceptors = 5.00e+20 cm^-3
Fermi wave number kF = 2.071 nm^-1
Fermi energy = 0.545 eV
thermal energy kT = 0.0259 eV
screening length 1/qs = 0.776 nm
b = 4 kF^2/qs^2 = 10.33
F(b) = 1.516
relaxation time, NA = 0: 20.31 fs
relaxation time, with NA: 12.18 fs
mobility, NA = 0: 119.0 cm2/Vs
mobility, with NA: 71.4 cm2/Vs
factor n/(n+2NA) = 0.600
TESTS
golden-rule / closed rate = 1.0000000
weak donor section / Born = 1.0021
weak acceptor section / Born = 0.9979
factor from random charges = 0.599
double acceptors, n/(n+6NA) = 0.333
double acceptors, random charges = 0.333
NEGLECTED EFFECTS
1/(kF a_eff) = 0.304
full donor section / Born = 1.190
full acceptor section / Born = 0.797
factor beyond Born = 0.642
pair distance = 0.35 nm
factor, all acceptors paired = 0.918
other-scattering mobility = 200 cm2/Vs
total mobility, NA = 0: 74.6 cm2/Vs
total mobility, with NA: 52.6 cm2/Vs
factor for total mobility = 0.705
300 K Born mobility, NA = 0: 120.0 cm2/Vs
300 K Born mobility, with NA: 72.0 cm2/Vs
heavier mass = 0.35 me
heavier-mass mobility, NA = 0: 95.4 cm2/Vs
heavier-mass mobility, with NA: 57.3 cm2/Vs
mean free path, NA = 0: 16.2 nm
mean free path, with NA: 9.7 nm
kF times path, with NA = 20.2
effective Bohr radius = 1.588 nm
n^(1/3) a_eff = 1.06
```
